Why the helium-like 2 ³P levels become regular at N⁵⁺

**1. A core shrunk to a point**

Put the 1s electron of a 1s2p ion at rest on the nucleus, and let the 2p electron move around both. Call the core electron 1 and the outer electron 2, with position r, orbital angular momentum l and direction e = r/r. Atomic units are used, with α the fine-structure constant, so an electron has charge −1 and spin moment −αs. The nucleus is a fixed, spinless point charge Z. Three couplings to the outer orbit and one between the spins split the ³P term.

An electron moving with momentum p through an electric field E sees a magnetic field −αp×E. Its moment −αs then has energy −α²s·(p×E). Thomas precession halves this, leaving (α²/2)s·(E×p). The nuclear field Zr/r³ gives

 (Zα²/2) l·s₂/r³,

and the core electron's field −r/r³ gives

 −(α²/2) l·s₂/r³.

The outer electron's motion also makes a magnetic field at the core. A charge −1 with velocity p₂, seen from a displacement −r, gives the field +αp₂×r/r³ = −αl/r³ when its sign and that of the displacement are both included. To check the sign, the field of a moving charge q is αq v×R/R³, with q = −1 and R = −r, so it is αp₂×r/r³; and p₂×r = −l. The energy of the core moment −αs₁ in this field is −(−αs₁)·(−αl/r³), or

 −α² l·s₁/r³.

Let S = s₁+s₂. In a triplet, s₁ and s₂ can each be replaced by S/2, because the difference s₁−s₂ changes sign under spin exchange and has no matrix element between two triplet states. The three couplings add to

 α²(Z/4 − 1/4 − 1/2) l·S/r³ = α²[(Z−3)/4] l·S/r³.

For L = S = 1, l·S = [J(J+1)−4]/2, which is −2, −1, 1 for J = 0, 1, 2.

The two spin moments interact as magnetic dipoles:

 H_ss = (α²/r³)[s₁·s₂ − 3(s₁·e)(s₂·e)].

In the triplet s₁·s₂ = 1/4. Also (S·e)² = 1/4+1/4+2(s₁·e)(s₂·e), so (s₁·e)(s₂·e) = [(S·e)²−1/2]/2. Substitution gives

 H_ss = (α²/r³)[1 − (3/2)(S·e)²].

Triplet spin states can be written as Cartesian vectors. The operator S·e gives zero on a spin vector parallel to e, and its square is 1 on a perpendicular one. The three 2p orbitals are proportional to the components of e. The J=0 state, a scalar, therefore has its spin vector along e, and the bracket is +1. A J=1 state has spin vector e×a, with a fixed, which is perpendicular to e; its bracket is −1/2. At fixed e the trace of the bracket over the three spin states is 1−1/2−1/2 = 0, so the energies weighted by 2J+1 add to zero. Hence 1−3/2+5x = 0, and J=2 has x = 1/10.

In units of α²⟨r⁻³⟩ the levels are

 E₀ = −(Z−3)/2 + 1
 E₁ = −(Z−3)/4 − 1/2
 E₂ = (Z−3)/4 + 1/10.

Their differences are

 E₀−E₁ = (9−Z)/4
 E₂−E₁ = (Z−3)/2 + 3/5
 E₂−E₀ = 3(Z−3)/4 − 9/10.

They vanish at Z = 9, 1.8 and 4.2. The order thus changes one pair at a time. The regular order, J = 0, 1, 2 from below, needs all three pairs to be right, and the J=0,1 pair is the last. The point core gives the mechanism but the wrong place: it delays regular order until after Z = 9, and it puts J=1 lowest in helium. A real core has a size, and the electrons are identical.

**2. The same contributions for two real electrons**

Let r₁₂ = r₁−r₂ and r₁₂ be its length when it stands in a denominator. The arguments above, applied to each electron in turn, give

 H_so = (Zα²/2) Σᵢ lᵢ·sᵢ/rᵢ³
  − (α²/2)[r₁₂×p₁·(s₁+2s₂) + r₂₁×p₂·(s₂+2s₁)]/r₁₂³.

In each pair term, the first spin belongs to the moving electron. The second, with twice the weight because there is no Thomas half, feels the magnetic field of that motion. These terms and H_ss, with r replaced by r₁₂, are the Breit-Pauli operators that split the term. The contact part of the dipole interaction vanishes here, since a spatially antisymmetric state is zero where the electrons meet.

In the triplet, s₁+2s₂ and s₂+2s₁ both become 3S/2. Since r₂₁ = −r₁₂,

 H_so → α²S·[(1/4)Z Σᵢ lᵢ/rᵢ³ − (3/4) r₁₂×(p₁−p₂)/r₁₂³].

To show the powers of Z, put r = ρ/Z and p = Zπ. The nonrelativistic Hamiltonian becomes

 H/Z² = h₁ + h₂ + (1/Z)/ρ₁₂, h = π²/2 − 1/ρ.

At large Z the repulsion is a small correction, and the scaled wavefunction tends to a fixed hydrogenic one. Orbital angular momentum does not change under the scaling, and each inverse cube supplies Z³.

Within one P term, every orbital vector operator is proportional to L. This defines two reduced strengths:

 Σᵢ lᵢ/ρᵢ³ → nL, ρ₁₂×(π₁−π₂)/ρ₁₂³ → mL.

The spin-spin operator contracts a rank-two spin tensor with a rank-two orbital tensor. By the Wigner-Eckart theorem its J dependence for L = S = 1 is the one already found, 1 : −1/2 : 1/10. Let t be its scaled value for J=0. With

 v = (Zn−3m)/4,

the first-order energies are

 E₀ = α²Z³(−2v+t)
 E₁ = α²Z³(−v−t/2)
 E₂ = α²Z³(v+t/10).

Subtraction gives

 E₀−E₁ = α²Z³(−v+3t/2) = (α²Z³/4)(−Zn+3m+6t)
 E₂−E₁ = α²Z³(2v+3t/5).

The nuclear term alone, with n positive, gives regular order at any Z. In the J=0,1 pair both two-electron terms oppose it when m and t are positive. At leading order the nuclear term grows as Z⁴ and its opponents as Z³. Before singlet mixing, the pair becomes regular when

 Z > (3m+6t)/n.

The point core has n = m = t, which returns 9. The remaining question is how far the true ratios lie from one.

**3. The strengths at large Z**

With the repulsion switched off, the 1s electron has no orbital angular momentum and n is the 2p average of ρ⁻³. The radial function obeys R² = ρ²exp(−ρ)/24, so

 n = ∫₀^∞ R²ρ² ρ⁻³ dρ = (1/24)∫₀^∞ ρ exp(−ρ) dρ = 1/24 = 0.04167.

For m, first ignore exchange. The 2p electron then feels the average of the inverse-square field over the spherical 1s charge. By Gauss's law, only the charge inside radius ρ acts:

 q(ρ) = 4∫₀^ρ x² exp(−2x) dx = 1 − exp(−2ρ)(1+2ρ+2ρ²).

The term with the core momentum gives nothing, as a real 1s orbital carries no current. The direct part of m is therefore

 m_dir = (1/24)∫₀^∞ ρ exp(−ρ) q(ρ) dρ
 = (1/24)[1 − 1/9 − 2·2/27 − 2·6/81]
 = (1/24)(16/27) = 0.02469.

The integrals used are ∫ρᵏexp(−3ρ)dρ = k!/3ᵏ⁺¹. Penetration of the core thus removes 41% of the point-core value.

Exchange puts all of it back, and a little more. The antisymmetrized 1s2p state, evaluated by numerical quadrature, has

 m = 0.04298, t = 0.02469.

Exchange therefore supplies 0.04298−0.02469 = 0.01829 of m, and the full m is 3% larger than n. The spin-spin strength, with direct and exchange parts together, is only 59% of n. The two opponents contribute to the threshold

 3m/n = 3.09, 6t/n = 3.56,

a sum of 6.65. The point core had 3 and 6. The fall from 9 to 6.65 thus comes from the spin-spin term; the orbit term has hardly moved, because exchange makes up for penetration.

With these constant strengths the argument of Z⁴ against Z³ already places the change between Z = 6 and Z = 7. It has yet to survive screening and mixing.

**4. Screening**

The 1s electron screens the nucleus from the 2p electron and makes its orbital larger. This lowers n by a relative amount of order 1/Z, which multiplies Z⁴ and so leaves a Z³ term. In a strict expansion, the Z³ part of the splitting therefore contains screening of the nuclear term as well as the two-electron magnetic terms. It is not obvious that screening can be left out of the explanation.

To find its effect, the nonrelativistic two-electron problem was solved variationally for each ion. The spatial triplet has the vector form

 Ψ = r₁F(r₁,r₂,r₁₂) − r₂F(r₂,r₁,r₁₂),

where the vectors r₁ and r₂ stand before F and the lengths inside it. In scaled lengths, F is a sum of 56 functions ρ₁ⁱρ₂ʲρ₁₂ᵏ exp(−aρ₁−bρ₂), with i+j+k ≤ 5, a = (1−1/Z)/2 and b = 1. The explicit ρ₁₂ describes correlation. Quadrature gives the matrices, and diagonalization gives the lowest state. The strengths are then

 He: n = 0.00847, m = 0.00850, t = 0.00561
 C⁴⁺: n = 0.02894, m = 0.02936, t = 0.01736
 N⁵⁺: n = 0.03067, m = 0.03118, t = 0.01836.

Screening is strong. In N⁵⁺ n is 74% of its large-Z value, and in helium about a fifth (in this basis the helium n is about 2% low and m about 1% low). Yet for N⁵⁺

 (3m+6t)/n = (0.09355+0.11013)/0.03067 = 6.64,

almost the hydrogenic 6.65. All three strengths have fallen by nearly the same factor.

A simple model shows why this can happen. In an orbital state, n and both the direct and exchange parts of m and t are quadratic in the 2p orbital. If screening changed only the amplitude of that orbital in the region that matters, all three would carry the same factor, which would cancel from the threshold. The real orbital also changes shape, so this picture makes a cancellation plausible but does not predict how close it is. The computed ratios show that it is close for N⁵⁺.

**5. Mixing with the singlet**

The part of H_so with s₁−s₂ was dropped because it does not act within the triplet. It connects ³P to ¹P. Let d = s₁−s₂. Then s₁ = (S+d)/2 and s₂ = (S−d)/2, so

 s₁+2s₂ = (3S−d)/2, s₂+2s₁ = (3S+d)/2.

The d part of the first pair term is +(1/4)r₁₂×p₁·d. That of the second is −(1/4)r₂₁×p₂·d = +(1/4)r₁₂×p₂·d. With the nuclear part,

 H_d = α²d·[(Z/4)(l₁/r₁³−l₂/r₂³) + (1/4)r₁₂×(p₁+p₂)/r₁₂³].

H_d is a scalar and conserves J. The ¹P term has J=1, so among the triplet levels it can mix with J=1 alone. Let w be the scaled reduced strength of the square bracket between ¹P and ³P, defined as m was, with matrices of L between Cartesian components. On the Cartesian spin states, dᵢ turns state k into the singlet with amplitude δᵢₖ, apart from a common phase. Component j of ³P₁ is

 (1/√2) Σ_ab ε_jab Ψ_a|e_b⟩,

and (L_b)_ja = −iε_bja = −iε_jab. The matrix element is thus

 α²Z³(w/√2)(−i)Σ_ab ε_jab² = −i√2 α²Z³w,

since the sum is 2. Second-order perturbation theory lowers ³P₁ by

 Δ = 2(α²Z³w)²/[E(¹P)−E(³P)].

The singlet energy and w come from the same basis, with a plus sign between the two parts of Ψ. This keeps the nearest ¹P level and leaves out higher ones; in N⁵⁺ all the higher ¹P states together, continuum included, would add about 0.4 cm⁻¹ to Δ. Second-order coupling to higher triplet states is left out as well.

Lowering J=1 adds +Δ to E₀−E₁, so mixing opposes regular order in this pair. At large Z the nuclear part makes w grow as Z. The singlet and triplet are degenerate without repulsion, so their separation grows as Z. Hence Δ grows as Z⁸/Z = Z⁷, faster than the Z⁴ term. The argument for regular order cannot be extended to all Z: the mixing must first be small, and once it is not, LS coupling and this perturbation formula both fail. The results here stop at Ne⁸⁺, where Δ is 34 cm⁻¹ against a nuclear contribution of −990 cm⁻¹.

**6. The balance at C⁴⁺ and N⁵⁺**

The four contributions to E₀−E₁, in cm⁻¹, are as follows. The second decimal is kept so that the cancellation can be followed.

 C⁴⁺: nuclear −109.57, two-electron orbit +55.58, spin-spin +65.75, mixing +0.83
 N⁵⁺: nuclear −215.17, two-electron orbit +93.75, spin-spin +110.37, mixing +2.56

Their sums are

 C⁴⁺: E₀−E₁ = +12.6 cm⁻¹
 N⁵⁺: E₀−E₁ = −8.5 cm⁻¹, or about −250 GHz.

From C⁴⁺ to N⁵⁺ the nuclear part grows by 215.17/109.57 = 1.96. The two magnetic two-electron parts together grow by 204.12/121.33 = 1.68. Pure fourth and third powers would give 1.85 and 1.59. Both growth factors are larger because screening weakens, but their ratio, 1.96/1.68 = 1.17, is the 7/6 expected from one extra power of Z. That one power turns an opposing sum 11% larger than the nuclear term into one 5% smaller.

In N⁵⁺ the other pair is far from a crossing. In E₂−E₁ the spin-orbit parts enter with the factor −2 relative to E₀−E₁, and the spin-spin part with (3/5)/(3/2) = 0.4:

 E₂−E₁ = −2(−215.17+93.75) + 0.4·110.37 + 2.56 = 289.6 cm⁻¹.

So J=0 lies below J=1, and J=2 well above both.

The margin of 8.5 cm⁻¹ must be compared with what was left out. The anomaly a of the electron's magnetic moment multiplies the nuclear spin-orbit term by 1+2a, since the moment grows by 1+a while the Thomas part does not. In the two-electron orbit term, the weight 1+2 becomes (1+2a)+2(1+a), a relative change of 4a/3. The spin-spin term changes by 2a. Together they shift the N⁵⁺ interval by −0.10 cm⁻¹. Higher relativistic effects can be gauged by the relative excess of the hydrogenic Dirac 2p splitting over its leading value α²Z⁴/32. Applied to the nuclear part, this gives −0.35 cm⁻¹. The same estimates for C⁴⁺ are −0.02 and −0.13 cm⁻¹. They are estimates of size, not bounds, but none is near the size needed to reverse either sign.

Nuclear recoil enters with the electron-to-nucleus mass ratio, roughly 4×10⁻⁵ for nitrogen. On a contribution of 215 cm⁻¹ that is about 0.01 cm⁻¹. A real nitrogen nucleus also has a spin, which the model leaves out. In ¹⁴N its contact coupling to the core electron splits J=1 into hyperfine components shifted by up to about 0.6 cm⁻¹, still far less than the margin. Enlarging the basis from i+j+k ≤ 4 to 5 changes neither N⁵⁺ interval by more than 0.4 cm⁻¹. At full convergence the nuclear parts grow in size by about 0.1 cm⁻¹, so E₀−E₁ becomes +12.5 cm⁻¹ for C⁴⁺ and −8.6 cm⁻¹ for N⁵⁺, and E₂−E₁ for N⁵⁺ becomes 289.7 cm⁻¹.

**7. The whole sequence**

The same calculation gives these orders from below, with E₀−E₁ and E₂−E₁ in cm⁻¹ (from Be²⁺ to N⁵⁺ the basis error reaches 0.1 in the first interval and 0.2 in the second, too little to change any order):

 He: 2, 1, 0; +0.99 and about −0.08
 Li⁺: 1, 2, 0; +5.2 and +2.1
 Be²⁺: 1, 0, 2; +11.6 and +14.8
 B³⁺: 1, 0, 2; +16.2 and +52.4
 C⁴⁺: 1, 0, 2; +12.6 and +135.1
 N⁵⁺: 0, 1, 2; −8.5 and +289.6

O⁶⁺, F⁷⁺ and Ne⁸⁺ keep the regular order.

In helium 3m exceeds Zn, which makes v negative, and spin-orbit coupling alone would give 2, 1, 0. A negative v is not enough for inversion: with mixing negligible, J=2 lies below J=1 only if −2v exceeds 3t/5. In Li⁺ v is zero within the accuracy of the calculation (nuclear −4.2 against two-electron orbit +4.2 cm⁻¹ in E₀−E₁), so the spin-spin term alone sets the order, 1, 2, 0. In helium the condition is just met. The spin-spin term nearly closes the lower gap: in E₂−E₁, spin-orbit gives −2(−0.396+0.596) = −0.400 cm⁻¹ and spin-spin gives 0.4·0.787 = +0.315 cm⁻¹. Their sum is −0.085 cm⁻¹. The last enlargement of the basis changes the helium intervals by at most 0.006 cm⁻¹, so this small gap is not yet converged; its converged value lies near −0.077 cm⁻¹, about 10% smaller in size, with the same sign.

Treating Z as continuous and interpolating the intervals divided by Z³ places the three crossings at

 E₂ = E₁: Z = 2.2
 E₂ = E₀: Z = 3.75
 E₀ = E₁: Z = 6.71.

J=2 passes J=1 between He and Li⁺, then J=0 between Li⁺ and Be²⁺. The last change, J=0 falling below J=1, waits until N⁵⁺ because both two-electron magnetic terms resist it. Mixing raises that last crossing slightly, but leaves it below 7.
